# Janak's theorem and the second-order role of orbital relaxation

## A number that needs explaining

In a PBE calculation of the free zinc atom, the 3d eigenvalue is $-10.58$ eV. Two separate self-consistent calculations, one for the atom and one for the ion with a 3d hole, give a removal energy of 18.25 eV. With its sign reversed, the eigenvalue falls short of this by 7.67 eV.

With half an electron already removed from the 3d shell, the eigenvalue is $-18.07907$ eV. The numerical slope of the total energy with respect to shell occupation is $-18.07908$ eV. All orbitals were allowed to readjust when that slope was taken.

So the eigenvalue is an accurate slope and a poor removal energy. Two questions follow: why does readjustment leave the slope alone, and where does the missing 7.67 eV come from?

Equations are in Hartree atomic units and numerical energies in eV. The potential is zero far from the atom. An occupation $f$ counts electrons in one spin orbital, so $0\le f\le1$.

## Simple case: one orbital with an adjustable size

Put charge $f$ in a single hydrogen-like orbital around a nucleus of charge $Z$:

$$\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}.$$

The exponent $\zeta$ is the one quantity that can relax. Per unit occupation, the kinetic energy is $\frac12\int|\nabla\phi|^2=\zeta^2/2$, and the nuclear attraction is $-Z\langle1/r\rangle=-Z\zeta$.

The density $\phi^2$ produces the potential

$$v(r)=\frac1r-e^{-2\zeta r}\left(\frac1r+\zeta\right).$$

Indeed $(rv)''/r=-4\zeta^3e^{-2\zeta r}=-4\pi\phi^2$, as Poisson's equation requires. The self-repulsion of a unit charge is therefore

$$J=\int\phi^2v\,d^3r=4\zeta^3\left[\frac{1}{4\zeta^2}-\frac{1}{16\zeta^2}-\frac{1}{32\zeta^2}\right]=\frac58\zeta .$$

Keep the Hartree energy and no exchange-correlation. It is quadratic in density and carries a factor $\frac12$, so

$$E(f,\zeta)=f\left(\frac{\zeta^2}{2}-Z\zeta\right)+\frac{5}{16}f^2\zeta .$$

Stationarity in $\zeta$ at fixed $f$ gives

$$\frac{\partial E}{\partial\zeta}=f(\zeta-Z)+\frac{5}{16}f^2=0\quad\Rightarrow\quad\zeta(f)=Z-\frac{5f}{16}.$$

The orbital does relax: it contracts as charge is removed. The chain rule for the relaxed energy reads

$$\frac{dE}{df}=\frac{\partial E}{\partial f}+\frac{\partial E}{\partial\zeta}\frac{d\zeta}{df}.$$

The last product vanishes because its first factor is zero, although $d\zeta/df=-5/16$ is not. What remains is

$$\frac{dE}{df}=\frac{\zeta^2}{2}-Z\zeta+\frac58f\zeta\equiv\varepsilon .$$

This is the expectation value of kinetic energy, nuclear attraction and the full Hartree potential $fv$. The factor $\frac12$ in the Hartree energy has disappeared on differentiating $f^2$.

As a check without the chain rule, insert $Z=\zeta+5f/16$ into the energy. This gives $E=-f\zeta^2/2$, whose total derivative is

$$-\frac{\zeta^2}{2}-f\zeta\left(-\frac5{16}\right)=-\frac{\zeta^2}{2}+\frac{5}{16}f\zeta .$$

The same substitution in $\varepsilon$ gives the same expression.

Relaxation appears one order later. Differentiating once more,

$$\frac{d\varepsilon}{df}=-\zeta\zeta'+\frac5{16}\zeta+\frac5{16}f\zeta'=\frac58\zeta-\frac{25}{256}f .$$

The first term is the self-repulsion $J$ at frozen shape. The second is the reduction due to relaxation.

**Limit.** If the repulsion is switched off, $\zeta=Z$ and $E=-fZ^2/2$. The energy is then a straight line in $f$, and minus the slope equals the full removal energy. The distinction between the two comes from interaction.

## Many orbitals

Let $\phi_j$ be orthonormal spin orbitals with occupations $f_j$, and let

$$D=\sum_jf_j|\phi_j\rangle\langle\phi_j| .$$

Nuclei, external potential, basis and functional are held fixed. The energy is

$$E[D]=\mathrm{Tr}[(t+v_{\rm ext})D]+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+E_{\rm xc}[D].$$

Vary $D$. The Hartree term gives two equal contributions, because its kernel is symmetric, and they cancel the $\frac12$: $\delta E_{\rm H}=\int v_{\rm H}\,\delta\rho\,d^3r$. The exchange-correlation term gives its functional derivative, not its energy per particle. Hence

$$\delta E=\mathrm{Tr}(h\,\delta D),\qquad h=t+v_{\rm ext}+v_{\rm H}+v_{\rm xc}.$$

For a hybrid such as PBE0, $v_{\rm xc}$ contains a nonlocal exchange operator. The formula is unchanged, because $h$ is defined as the derivative of $E$ with respect to $D$.

Now change one occupation $f_i$, hold the others, and let every orbital follow. The product rule gives

$$\frac{\partial E}{\partial f_i}=\langle\phi_i|h|\phi_i\rangle+\sum_jf_j\left[\left\langle\frac{\partial\phi_j}{\partial f_i}\middle|h\middle|\phi_j\right\rangle+\mathrm{c.c.}\right].\tag{1}$$

The sum is the first-order relaxation term. It runs over all occupied orbitals, since all of them feel the changed charge.

### Why the sum vanishes

At fixed occupations, the orbitals make $E$ stationary under the constraints $\langle\phi_j|\phi_k\rangle=\delta_{jk}$. With multipliers $\lambda_{kj}$, stationarity with respect to $\langle\phi_j|$ reads

$$f_jh|\phi_j\rangle=\sum_k|\phi_k\rangle\lambda_{kj}.$$

The matrix $\lambda$ is Hermitian, because the constraint term added to the real energy must be real. Projection on $\phi_k$ gives $\lambda_{kj}=f_jh_{kj}$. Hermiticity also gives $\lambda_{kj}=\lambda_{jk}^*=f_kh_{jk}^*=f_kh_{kj}$. Subtracting,

$$(f_j-f_k)\,h_{kj}=0 .$$

Orbitals with different occupations are thus uncoupled by $h$. Orbitals with equal occupations can be rotated among themselves without changing $D$, and we choose the rotation that diagonalizes $h$. Then $h\phi_j=\varepsilon_j\phi_j$, and the sum in (1) becomes

$$\sum_jf_j\varepsilon_j\left[\left\langle\frac{\partial\phi_j}{\partial f_i}\middle|\phi_j\right\rangle+\mathrm{c.c.}\right]=\sum_jf_j\varepsilon_j\frac{\partial}{\partial f_i}\langle\phi_j|\phi_j\rangle=0,$$

because each norm remains one. Therefore

$$\boxed{\frac{\partial E}{\partial f_i}=\varepsilon_i}\tag{2}$$

Individual orbital energies do change with $f_i$, and so do the kinetic and Hartree energies. It is the first-order change of the total energy through the orbitals that cancels.

A finite basis does not spoil this. With coefficients $c_j$, Fock matrix $F$ and overlap $S$, the eigenvalue equation is $Fc_j=\varepsilon_jSc_j$. The bracket becomes $\varepsilon_j\,\partial(c_j^\dagger Sc_j)/\partial f_i=0$, provided $S$ does not depend on $f_i$. A basis error changes both sides of (2) together.

### Conditions

The derivation assumes a differentiable functional and a smooth branch of self-consistent solutions. At $f_i=1$ or 0 the derivative is one-sided. If two solutions cross and the calculation jumps to the lower one, the slope can jump too.

A degenerate shell needs a rule for sharing charge. For 3d, let the five spin-down orbitals each hold $q/5$. Then

$$\frac{dE}{dq}=\sum_{m=1}^{5}\frac15\,\varepsilon_m=\varepsilon_{3d},$$

since the spherical potential makes the five eigenvalues equal.

## The zinc atom as a trial

The example uses spin-polarized, nonrelativistic PBE in the s, p and d functions of def2-TZVP. One spin-down electron is removed gradually, either from 4s or evenly from 3d. Slopes at half a hole come from total energies at occupations displaced by 0.02 and 0.04 on either side.

For 4s, slope and eigenvalue are both $-9.37259$ eV. For 3d they are the two numbers quoted at the start. For 3d in PBE0 both are $-20.43155$ eV, which tests the case with nonlocal exchange.

If the orbitals are instead frozen at their half-hole shapes, the slopes are $-9.37259$ eV for 4s and $-18.07910$ eV for 3d. Freezing or relaxing makes no difference at first order, within the numerical error of a few $10^{-5}$ eV.

### A case where the term survives

The cancellation used orbitals that are stationary for the same energy that is differentiated. Break that condition: take self-consistent LDA orbitals and evaluate the PBE energy on them. Write $h_{\rm PBE}=h_{\rm LDA}+\Delta v$. In (1) the $h_{\rm LDA}$ part cancels as before, which leaves

$$\frac{\partial E_{\rm PBE}}{\partial f_i}-\langle\phi_i|h_{\rm PBE}|\phi_i\rangle=\sum_jf_j\left[\left\langle\frac{\partial\phi_j}{\partial f_i}\middle|\Delta v\middle|\phi_j\right\rangle+\mathrm{c.c.}\right].$$

For 3d at half a hole, the slope is $-18.078$ eV and the expectation value is $-18.153$ eV. They differ by 0.075 eV. The first-order relaxation term, computed separately from the change of the density matrix, is also 0.075 eV. The term is linear in $\Delta v$, so it would vanish if the two functionals gave the same potential, however much the orbitals relax.

## Second order: where relaxation acts

Describe the orbitals by independent rotation parameters $\kappa$, with orthonormality built in and rotations that leave $D$ unchanged omitted. Subscripts denote partial derivatives. Along the self-consistent path $E_\kappa(f,\kappa(f))=0$. Differentiating this condition,

$$E_{\kappa f}+E_{\kappa\kappa}\kappa'=0\quad\Rightarrow\quad\kappa'=-E_{\kappa\kappa}^{-1}E_{\kappa f}.$$

Since $dE/df=E_f=\varepsilon$, one more derivative gives

$$\frac{d\varepsilon}{df}=E_{ff}+E_{f\kappa}\kappa'=K-R,\qquad K=E_{ff},\quad R=E_{f\kappa}E_{\kappa\kappa}^{-1}E_{\kappa f}.\tag{3}$$

At an energy minimum $E_{\kappa\kappa}$ is positive, so $R\ge0$. The 3d-hole state of zinc is not a minimum against every rotation, because moving 4s charge into the hole lowers the energy. For the evenly spread hole, however, spherical symmetry makes $E_{\kappa f}=0$ for rotations between s and d orbitals, so they do not contribute to $R$. For the rotations that can contribute, those between orbitals of the same symmetry, $E_{\kappa\kappa}$ is positive at half a hole, so $R\ge0$ holds there too. In the one-orbital model $E_{f\zeta}=\zeta-Z+5f/8=5f/16$ and $E_{\zeta\zeta}=f$. Equation (3) then gives $R=25f/256$, as found directly.

The frozen and relaxed energies share their value and slope at the starting occupation. Their curvatures differ by $R$, so

$$E_{\rm frozen}(f+\delta)-E_{\rm relaxed}(f+\delta)=\frac12R\delta^2+O(\delta^3).\tag{4}$$

For 3d at half a hole, $K=28.17$ eV. The slope of the eigenvalue gives $d\varepsilon/df=16.06$ eV, hence $R=12.12$ eV from the unrounded values. Equation (4) predicts a gain of $\frac12(12.12\ \text{eV})(0.02)^2=2.42$ meV. The energies themselves give 2.42 meV, averaged over the two signs of $\delta$. Doubling $\delta$ raises the gain to 9.69 meV, a factor of 4.00.

For 4s, $K=8.22$ eV and $R=0.95$ eV. Relaxation cancels 43% of the frozen curvature for 3d and 12% for 4s.

## From a slope to a removal energy

Integrating (2) over one electron gives

$$E(N)-E(N-1)=\int_0^1\varepsilon_i(f)\,df .\tag{5}$$

For 3d, $f$ runs over the last electron of the spin-down shell. Numerical integration of the PBE eigenvalue gives removal energies of 9.403 eV for 4s and 18.253 eV for 3d. The total-energy differences agree with both to the digits shown.

Expand the eigenvalue about half occupation, with derivatives taken there:

$$\varepsilon(f)=\varepsilon_{1/2}+\varepsilon'\left(f-\tfrac12\right)+\tfrac12\varepsilon''\left(f-\tfrac12\right)^2+\dots$$

The linear term integrates to zero by symmetry. Since $\int_0^1(f-\frac12)^2df=\frac1{12}$,

$$\int_0^1\varepsilon\,df\approx\varepsilon_{1/2}+\frac{\varepsilon''}{24}.$$

This is Slater's transition-state rule with its leading correction. At full occupation, $\varepsilon(1)\approx\varepsilon_{1/2}+\varepsilon'/2+\varepsilon''/8$. With the removal energy $I=-\int_0^1\varepsilon\,df$, the two errors are

$$-\varepsilon_{1/2}-I\approx\frac{\varepsilon''}{24},\qquad-\varepsilon(1)-I\approx-\frac{\varepsilon'}{2}-\frac{\varepsilon''}{12}.$$

For 3d the midpoint error is $-0.174$ eV, so $\varepsilon''\approx-4.2$ eV. The second formula then predicts $-8.03+0.35=-7.68$ eV, and the calculated error is $-7.67$ eV. For 4s the midpoint error is $-0.030$ eV and the prediction is $-3.58$ eV, against a calculated $-3.57$ eV.

### Reading the 7.67 eV

It is tempting to blame the shallow eigenvalue on neglected relaxation. The signs rule this out. Remove a whole 3d electron while freezing the neutral atom's orbitals, and the ion lies 6.01 eV above the relaxed ion. The frozen removal energy is therefore

$$18.25+6.01=24.26\ \text{eV}.$$

Going from $-\varepsilon=10.58$ eV to this value requires 13.68 eV, which comes from the variation of the slope at frozen orbitals. Relaxation then brings the energy down by 6.01 eV, and the net change is 7.67 eV. Relaxation reduces the discrepancy.

The frozen curvature contains the Hartree repulsion of the removed charge with itself, partly offset by exchange-correlation. For the exact ensemble energy, $E$ is a straight line between neighbouring integer electron numbers. By (2), the highest occupied eigenvalue is then constant along that line and equals minus the first ionization energy. PBE lacks this straightness here: its 4s eigenvalue moves from $-5.83$ to $-9.37$ eV as half an electron leaves. The straight-line condition makes no such promise for the deeper 3d level.

### What the hybrid changes

With PBE0, the error of the full-occupation eigenvalue falls from 3.57 to 2.54 eV for 4s, but from 7.67 to 7.21 eV for 3d. The 3d eigenvalue itself deepens by 2.80 eV, while the removal energy rises by 2.34 eV, so for the evenly spread hole most of the shift does not reduce the error.

These 3d numbers belong to the evenly spread hole. At frozen orbitals its Hartree curvature is the average of 25 pair repulsions $J_{mm'}$, and full exact exchange subtracts the average of the $K_{mm'}$. The two are equal for the five pairs with $m=m'$. For different orbitals $K_{mm'}$ is smaller than $J_{mm'}$, so a positive curvature remains even with full exact exchange. With the hole in a single orbital, only $J_{mm}$ and $K_{mm}$ would enter, and they would cancel. The PBE0 removal energy and error for 3d therefore depend strongly on how the hole is shared. With the whole hole in the $d_{xy}$ orbital and s-d mixing excluded, the removal energy is about 17.7 eV instead of 20.6 eV, and the error is about 4.3 eV instead of 7.2 eV. The small improvement quoted above thus belongs to the spread hole and is not a general property of the hybrid.

## The opposite limit: a state spread over a solid

Let the orbital extend over a region of length $L$ in a solid, with density of order $1/L^3$. Its Hartree self-repulsion scales as $1/L$. The semilocal exchange-correlation part, of order $\int|\phi|^4d^3r$ times a kernel set by the background density, scales as $1/L^3$. In a medium with a finite dielectric constant, the polarization energy that forms $R$ scales as $1/L$ as well. Thus

$$\frac{d\varepsilon}{df}=K-R\to0\qquad(L\to\infty).$$

The eigenvalue and the total-energy difference of the same semilocal functional then coincide. Their agreement does not show that the band position is right: a functional can give a straight line with the wrong slope. In this limit a half-occupation calculation on the extended state brings no correction.

In a periodic calculation, a charged cell also needs a compensating background and a fixed zero of potential. Both must be treated alike on the two sides of (2), or the slope acquires a shift unrelated to relaxation.

## Zinc-based oxide films

In zinc oxide and amorphous indium-gallium-zinc oxide, empty metal s states contribute to the conduction-band edge, and filled zinc 3d states lie below the oxygen 2p states. Semilocal calculations of crystalline zinc oxide commonly place the 3d band too shallow relative to the valence edge. The atomic error of 7.67 eV has the same direction but is not an estimate of that offset. It is measured from vacuum, while the oxide offset also contains the error of the oxygen levels. The free atom further lacks bonding and dielectric screening, and its 4s shell is filled, whereas zinc in the oxide is nominally doubly positive. The atomic energies are therefore not levels of a film. What carries over is the diagnosis: a localized trap or d state can have a large $d\varepsilon/df$, while an extended band state has a small one.

Within the atom, the neglected effects are smaller. Scalar relativity changes the PBE removal energies by $+0.22$ eV for 4s and $-0.46$ eV for 3d. Uncontracting the basis changes them by about 0.01 eV or less. That tests only the contraction; a different choice of exponents can shift the 3d value by one or two tenths of an eV. Placing the 3d hole in the $d_{xy}$ orbital, with s-d mixing excluded, lowers the PBE energy by 0.04 eV; in PBE0 the same change lowers it by nearly 3 eV, as described above. A screened-charge estimate of the 3d spin-orbit splitting is 0.34 eV. None of these approaches 7.67 eV. The error of PBE itself is not measured by this list, since both energies being compared are PBE energies.

## Computed values

```
Free Zn atom, def2-TZVP (s,p,d part), basis functions: 41
PBE total energy of neutral atom: -1779.129864 hartree
Occupation step of the five-point slopes: 0.02
PBE 4s half hole: dE/df -9.37259 eV, eigenvalue -9.37259 eV
  frozen-orbital slope -9.37259 eV
  relaxation gain at step, twice step: 0.1897, 0.7589 meV; ratio 4.000
  curvature frozen 8.224, relaxed 7.275, relaxation part 0.949 eV
PBE 3d half hole: dE/df -18.07908 eV, eigenvalue -18.07907 eV
  frozen-orbital slope -18.07910 eV
  relaxation gain at step, twice step: 2.4230, 9.6920 meV; ratio 4.000
  curvature frozen 28.172, relaxed 16.057, relaxation part 12.115 eV
PBE0 3d half hole: dE/df -20.43155 eV, eigenvalue -20.43155 eV
PBE 4s: -eps full 5.832, -eps half 9.373, E(ion)-E(atom) 9.403 eV
  error of -eps full -3.570, of -eps half -0.030 eV
PBE 3d: -eps full 10.583, -eps half 18.079, E(ion)-E(atom) 18.253 eV
  error of -eps full -7.670, of -eps half -0.174 eV
PBE0 4s: -eps full 6.553, -eps half 9.081, E(ion)-E(atom) 9.094 eV
  error of -eps full -2.542, of -eps half -0.013 eV
PBE0 3d: -eps full 13.380, -eps half 20.432, E(ion)-E(atom) 20.594 eV
  error of -eps full -7.214, of -eps half -0.163 eV
PBE 4s relaxation energy for a whole hole: 0.379 eV
PBE 3d relaxation energy for a whole hole: 6.008 eV
PBE 4s: -integral of eps df 9.4027 eV, energy difference 9.4027 eV
PBE 3d: -integral of eps df 18.2529 eV, energy difference 18.2530 eV
PBE energy on LDA orbitals, 3d: dE/df -18.07796 eV, <h_PBE> -18.15309 eV
  difference 0.07512 eV, first-order relaxation term 0.07512 eV
Change of 4s removal energy: uncontracted basis -0.002, scalar relativity +0.219 eV
Change of 3d removal energy: uncontracted basis -0.012, scalar relativity -0.455 eV
Change of 3d removal energy, hole in one real d orbital (no s-d mixing): -0.042 eV
Estimated 3d spin-orbit splitting: 0.341 eV
```
